# Why a Grain Floating in a Plasma Sheath Oscillates at sqrt(g/d): a numerical check

```python
"""
Result under test: a grain of fixed charge, floating at depth d below the
zero-field point of a linearly rising sheath field, oscillates vertically
with angular frequency sqrt(g/d), whatever its charge and mass at that d.

Symbols: s = depth below the zero-field point (positive downward),
gradient = dE/ds, charge = size of the negative grain charge,
depth = equilibrium depth d, gamma = gas damping rate in m x'' = -m gamma x'.
SI units inside; energies of plasma particles in eV.
Periods are timed on integrated trajectories and compared with the formulas.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad, dblquad
from scipy.optimize import brentq, minimize_scalar

g, e, eps0, kB = const.g, const.e, const.epsilon_0, const.k
torr = const.torr


def close(value, target, tolerance):
    return abs(value - target) <= tolerance * abs(target)


def timed_period(force_up, mass, depth, relative_amplitude=1e-3):
    """Period from two successive upward passages through equilibrium."""
    def motion(t, state):
        return [state[1], (g - force_up(state[0] * depth) / mass) / depth]

    def passage(t, state):
        return state[0] - 1.0
    passage.direction = -1
    span = 2.5 * 2 * np.pi * np.sqrt(depth / g)
    run = solve_ivp(motion, (0, span), [1 + relative_amplitude, 0.0],
                    method="DOP853", rtol=1e-10, atol=1e-12,
                    events=passage, max_step=span / 60)
    times = run.t_events[0]
    return times[1] - times[0]


def grain_mass(diameter, density):
    return np.pi / 6 * diameter**3 * density


def float_depth(charge, mass, gradient):
    return brentq(lambda s: charge * gradient * s - mass * g, 0, 0.1,
                  xtol=1e-15)


# ---------------- inputs of the example (round, rough typical values) -------
diameter, density = 9e-6, 1500.0
charge_number = 24000
net_density = 5e13
pressure, gas_temperature = 20e-3 * torr, 300.0
electron_temperature = 2.0
edge_density = 4e14
argon_mass = 39.948 * const.atomic_mass
rf_frequency = 13.56e6

radius = diameter / 2
mass = grain_mass(diameter, density)
charge = charge_number * e
gradient = e * net_density / eps0
depth = float_depth(charge, mass, gradient)
omega0 = np.sqrt(g / depth)
f0 = omega0 / (2 * np.pi)


def linear_force(s):
    return charge * gradient * s


# ---------------- main law, and what independence means ---------------------
f_timed = 1 / timed_period(linear_force, mass, depth)
assert close(f_timed, f0, 1e-6)

same_depth = []
for q_factor, m_factor, gradient_factor in [(2, 2, 1), (1, 3, 3), (5, 1, 0.2)]:
    q, m, slope = (charge * q_factor, mass * m_factor,
                   gradient * gradient_factor)
    d = float_depth(q, m, slope)
    assert close(d, depth, 1e-9)
    f = 1 / timed_period(lambda s: q * slope * s, m, d)
    assert close(f, f0, 1e-6)
    same_depth.append((q_factor, m_factor, gradient_factor, f))

size_table = []
for size in (7e-6, 9e-6, 11e-6):
    q = charge * size / diameter
    m = grain_mass(size, density)
    d = float_depth(q, m, gradient)
    f = 1 / timed_period(lambda s: q * gradient * s, m, d)
    assert close(f, np.sqrt(g / d) / (2 * np.pi), 1e-6)
    size_table.append((size, d, f))
assert size_table[0][2] > 1.2 * size_table[1][2]

# ---------------- large swings ----------------------------------------------
f_large = 1 / timed_period(linear_force, mass, depth, 0.9)
assert close(f_large, f0, 1e-6)
swing = 1.5
f_escape = 1 / timed_period(lambda s: linear_force(max(s, 0.0)), mass,
                            depth, swing)
escape_phase = (2 * (np.pi - np.arccos(1 / swing))
                + 2 * np.sqrt(swing**2 - 1))
assert close(f_escape, omega0 / escape_phase, 1e-5)
assert f_escape < 0.95 * f0


# ---------------- driven response with gas drag -----------------------------
def driven_response(omega, gamma):
    """Complex displacement amplitude from the last cycle of a long run."""
    cycle = 2 * np.pi / omega
    sample = (19 + np.arange(64) / 64) * cycle

    def motion(t, state):
        pull = (g - linear_force(state[0] * depth) / mass) / depth
        drive = 0.01 * omega0**2 * np.cos(omega * t)
        return [state[1], pull - gamma * state[1] + drive]
    run = solve_ivp(motion, (0, 20 * cycle), [1.0, 0.0], method="DOP853",
                    rtol=1e-9, atol=1e-11, t_eval=sample)
    return 2 * np.mean((run.y[0] - 1) * np.exp(-1j * omega * sample))


test_gamma = 0.4 * omega0
at_resonance = driven_response(omega0, test_gamma)
assert at_resonance.imag < 0
assert abs(at_resonance.real) < 1e-4 * abs(at_resonance.imag)
peak = minimize_scalar(
    lambda r: -abs(driven_response(r * omega0, test_gamma)),
    bounds=(0.85, 1.1), method="bounded", options={"xatol": 1e-5}).x
assert close(peak, np.sqrt(1 - 0.4**2 / 2), 1e-3)

# Gas drag on a slow sphere: momentum integral over a drifting Maxwellian,
# speeds in units of sqrt(kT/m), hard specular sphere.
drift = 0.01
momentum = dblquad(
    lambda mu, w: 2 * np.pi * w**4 * mu * (2 * np.pi)**-1.5
    * np.exp(-(w * w + 2 * w * mu * drift + drift**2) / 2),
    0, 12, -1, 1)[0]
assert close(-momentum, 4 / 3 * np.sqrt(8 / np.pi) * drift, 1e-3)
gas_density = pressure / (kB * gas_temperature)
gas_speed = np.sqrt(8 * kB * gas_temperature / (np.pi * argon_mass))
gamma = (4 / 3 * np.pi * radius**2 * gas_density * argon_mass
         * gas_speed / mass)
peak_shift = 1 - np.sqrt(1 - gamma**2 / (2 * omega0**2))

# ---------------- curved field: local over mean net density -----------------
potential_drop = gradient * depth**2 / 2
chi_grain = potential_drop / electron_temperature


def static_sheath(t):
    chi = chi_grain * t * t
    return 1 / np.sqrt(1 + 2 * chi) - np.exp(-chi)


profiles = {
    "density at zero-field point half that at grain": lambda t: 0.5 + 0.5 * t,
    "density rising linearly from zero": lambda t: t,
    "static collisionless profile, one pass": static_sheath}
curved = {}
for name, shape in profiles.items():
    mean = quad(shape, 0, 1, epsabs=1e-13)[0]
    factor = np.sqrt(shape(1.0) / mean)

    def curved_force(s):
        return mass * g * quad(shape, 0, s / depth, epsabs=1e-13)[0] / mean
    f = 1 / timed_period(curved_force, mass, depth)
    assert close(f, f0 * factor, 5e-5)
    curved[name] = f / f0

# ---------------- charge that follows the local plasma ----------------------
# Electron collection by a repelling sphere, checked as a velocity integral.
barrier = 3.0
collected = quad(lambda v: v * (1 - 2 * barrier / v**2) * 4 * np.pi * v**2
                 * (2 * np.pi)**-1.5 * np.exp(-v * v / 2),
                 np.sqrt(2 * barrier), 15)[0]
assert close(collected, np.sqrt(8 / np.pi) * np.exp(-barrier), 1e-6)

flux_ratio = np.sqrt(8 * argon_mass / (np.pi * const.m_e))


def surface_ratio(s):
    """Grain surface potential over electron temperature at depth s."""
    chi = gradient * s * s / (2 * electron_temperature)
    return brentq(lambda x: np.log(1 + x / (0.5 + chi))
                  - np.log(flux_ratio) + chi + x, 1e-3, 20, xtol=1e-13)


x_grain = surface_ratio(depth)
energy_ratio = 0.5 + chi_grain
slope_x = ((x_grain / (energy_ratio * (energy_ratio + x_grain)) - 1)
           / (1 + 1 / (energy_ratio + x_grain)))
charge_slope = slope_x / x_grain * 2 * chi_grain
f_charge = 1 / timed_period(
    lambda s: linear_force(s) * surface_ratio(s) / x_grain, mass, depth)
assert close(f_charge, f0 * np.sqrt(1 + charge_slope), 2e-5)
charging_number = (4 * np.pi * eps0 * radius * x_grain
                   * electron_temperature / e)

# ---------------- ion drag --------------------------------------------------
# One ion orbit past an attracting sphere of radius 1: energy 1, potential 3.
# It must graze the sphere and turn by the angle used in the drag estimate.
attraction, start = 3.0, 1e4
impact = np.sqrt(1 + attraction)
right_angle = attraction / 2


def orbit(t, y):
    r3 = (y[0]**2 + y[1]**2)**1.5
    return [y[2], y[3], -attraction * y[0] / r3, -attraction * y[1] / r3]


def nearest(t, y):
    return y[0] * y[2] + y[1] * y[3]


flight = solve_ivp(orbit, (0, 2 * start / np.sqrt(2)),
                   [-start, impact, np.sqrt(2), 0], method="DOP853",
                   rtol=1e-10, atol=1e-10, events=nearest, max_step=start / 50)
closest = np.hypot(*flight.y_events[0][0][:2])
turn_cosine = flight.y[2, -1] / np.hypot(flight.y[2, -1], flight.y[3, -1])
assert close(closest, 1.0, 3e-3)
assert close(1 - turn_cosine, 2 / (1 + (impact / right_angle)**2), 3e-3)

surface_potential = charge / (4 * np.pi * eps0 * radius)
screening = np.sqrt(eps0 * electron_temperature / (edge_density * e))


def drag_lengths(s):
    energy = electron_temperature / 2 + gradient * s * s / 2
    collect_sq = radius**2 * (1 + surface_potential / energy)
    b90 = radius * surface_potential / (2 * energy)
    return energy, collect_sq, b90


def ion_drag(s):
    energy, collect_sq, b90 = drag_lengths(s)
    orbital = 2 * np.pi * b90**2 * np.log((screening**2 + b90**2)
                                          / (collect_sq + b90**2))
    momentum_flux = (edge_density * e
                     * np.sqrt(2 * electron_temperature * energy))
    return momentum_flux * (np.pi * collect_sq + orbital)


ion_energy, collect_sq, b90 = drag_lengths(depth)
low, high = np.sqrt(collect_sq) / b90, screening / b90
summed = quad(lambda b: 2 * np.pi * b * 2 / (1 + b * b), low, high)[0]
closed = 2 * np.pi * np.log((1 + high**2) / (1 + low**2))
assert close(summed, closed, 1e-6)

drag = ion_drag(depth)
step = 1e-4 * depth
drag_slope = (ion_drag(depth + step) - ion_drag(depth - step)) / (2 * step)
drag_factor = 1 + (drag - depth * drag_slope) / (mass * g)
f_drag = 1 / timed_period(
    lambda s: (mass * g + drag) * s / depth - ion_drag(s), mass, depth)
assert close(f_drag, f0 * np.sqrt(drag_factor), 2e-5)

ion_rate = (edge_density * np.sqrt(electron_temperature * e / argon_mass)
            * np.pi * collect_sq)
charging_time = charge_number / ion_rate
quiver = g / (2 * np.pi * rf_frequency)**2
f_deeper = np.sqrt(g / (depth + 1e-4)) / (2 * np.pi)


def percent(ratio):
    return 100 * (ratio - 1)


# ---------------- printed numbers -------------------------------------------
print("INPUTS (rough typical values)")
print(f"grain diameter: {diameter*1e6:.1f} um")
print(f"grain density: {density/1000:.2f} g/cm3")
print(f"grain charge: {charge_number} elementary charges")
print(f"net sheath density: {net_density*1e-6:.2e} cm^-3")
print(f"argon pressure: {pressure/torr*1e3:.1f} mTorr")
print(f"gas temperature: {gas_temperature:.0f} K")
print(f"electron temperature: {electron_temperature:.1f} eV")
print(f"plasma density at sheath edge: {edge_density*1e-6:.2e} cm^-3")
print(f"gravity: {g:.5f} m/s2")
print("LEVITATION AND RESONANCE")
print(f"grain mass: {mass*1e15:.1f} pg")
print(f"grain weight: {mass*g*1e12:.3f} pN")
print(f"field gradient: {gradient*1e-4:.2f} V/cm2")
print(f"field at grain: {gradient*depth*1e-2:.2f} V/cm")
print(f"depth d: {depth*1e3:.3f} mm")
print(f"potential drop to grain: {potential_drop:.3f} V")
print(f"angular frequency sqrt(g/d): {omega0:.2f} rad/s")
print(f"frequency from formula: {f0:.4f} Hz")
print(f"frequency timed on trajectory: {f_timed:.4f} Hz")
print("SAME DEPTH, factors on charge, mass, gradient")
for qf, mf, gf, f in same_depth:
    print(f"  x{qf}, x{mf}, x{gf}: {f:.4f} Hz")
print("SAME SHEATH, charge proportional to diameter")
for size, d, f in size_table:
    print(f"  {size*1e6:.0f} um: d = {d*1e3:.3f} mm, f = {f:.3f} Hz")
print("LARGE SWINGS")
print(f"amplitude 0.9 d: {f_large:.4f} Hz")
print(f"amplitude {swing} d, no field above zero point: {f_escape:.4f} Hz")
print("GAS DRAG")
print(f"damping rate gamma: {gamma:.3f} 1/s")
print(f"quality factor omega0/gamma: {omega0/gamma:.1f}")
print(f"downward shift of amplitude peak: {100*peak_shift:.4f} %")
print(f"test with gamma = 0.4 omega0: peak at {peak:.4f} omega0")
print("NEGLECTED EFFECTS, frequency change at the same depth")
for name, ratio in curved.items():
    print(f"  {name}: {percent(ratio):+.1f} %")
print(f"charge number from charging model: {charging_number:.0f}")
print(f"relative charge slope times d: {charge_slope:+.4f}")
print(f"charge variation: {percent(f_charge/f0):+.2f} %")
print(f"ion energy at grain: {ion_energy:.2f} eV")
print(f"ion drag over weight: {drag/(mass*g):.3f}")
print(f"ion drag: {percent(f_drag/f0):+.1f} %")
print(f"time to collect one grain charge of ions: {charging_time*1e6:.0f} us")
print(f"quiver at 13.56 MHz, field as at grain: {quiver*1e9:.1e} nm")
print(f"depth larger by 0.1 mm: {percent(f_deeper/f0):+.2f} %")
print("ALL CHECKS PASSED")
```

It prints:

```
INPUTS (rough typical values)
grain diameter: 9.0 um
grain density: 1.50 g/cm3
grain charge: 24000 elementary charges
net sheath density: 5.00e+07 cm^-3
argon pressure: 20.0 mTorr
gas temperature: 300 K
electron temperature: 2.0 eV
plasma density at sheath edge: 4.00e+08 cm^-3
gravity: 9.80665 m/s2
LEVITATION AND RESONANCE
grain mass: 572.6 pg
grain weight: 5.615 pN
field gradient: 90.48 V/cm2
field at grain: 14.60 V/cm
depth d: 1.614 mm
potential drop to grain: 1.178 V
angular frequency sqrt(g/d): 77.95 rad/s
frequency from formula: 12.4062 Hz
frequency timed on trajectory: 12.4062 Hz
SAME DEPTH, factors on charge, mass, gradient
  x2, x2, x1: 12.4062 Hz
  x1, x3, x3: 12.4062 Hz
  x5, x1, x0.2: 12.4062 Hz
SAME SHEATH, charge proportional to diameter
  7 um: d = 0.976 mm, f = 15.951 Hz
  9 um: d = 1.614 mm, f = 12.406 Hz
  11 um: d = 2.411 mm, f = 10.151 Hz
LARGE SWINGS
amplitude 0.9 d: 12.4062 Hz
amplitude 1.5 d, no field above zero point: 11.4011 Hz
GAS DRAG
damping rate gamma: 2.523 1/s
quality factor omega0/gamma: 30.9
downward shift of amplitude peak: 0.0262 %
test with gamma = 0.4 omega0: peak at 0.9592 omega0
NEGLECTED EFFECTS, frequency change at the same depth
  density at zero-field point half that at grain: +15.5 %
  density rising linearly from zero: +41.4 %
  static collisionless profile, one pass: +94.3 %
charge number from charging model: 24658
relative charge slope times d: -0.0699
charge variation: -3.56 %
ion energy at grain: 2.18 eV
ion drag over weight: 0.109
ion drag: +12.1 %
time to collect one grain charge of ions: 95 us
quiver at 13.56 MHz, field as at grain: 1.4e-06 nm
depth larger by 0.1 mm: -2.96 %
ALL CHECKS PASSED
```
